Decay length of atomic hydrogen in a tube with wall recombination

Atomic hydrogen from a remote source can remove carbon or tin from a contaminated mirror, provided that enough of it survives the passage through the tube. The problem is to find how its density falls along a round tube of radius R filled with a host gas.

The atoms are a dilute, steady species of number density n. They diffuse with constant diffusivity D and have a Maxwell distribution of speeds with mean v = √(8kT/(πm)), where m is the atomic mass. Each time an atom strikes the wall it is lost with probability g, by recombining into a molecule; otherwise it returns to the gas in a random direction. Thus g counts atoms lost, not molecules formed. Distance from the source is z, and distance from the axis is r. Until stated otherwise, the host gas is at rest, the transport free path 3D/v is much shorter than R, and atoms are lost only at the wall.

**(a) For weak wall loss, balance the atoms in a thin slice of tube. Find the density far from both ends and the mean lifetime of an atom.**

*Solution.* First we need the rate at which atoms strike the wall. In a nearly isotropic gas, a fraction (1/2) sin θ dθ of the atoms moves at an angle between θ and θ + dθ to the outward normal. Their mean velocity component towards the wall is v cos θ. Only angles below π/2 lead to the wall, so the number striking unit area in unit time is

n v ∫₀^{π/2} cos θ (1/2) sin θ dθ = n v/4.

The loss per unit wall area is therefore g n v/4.

If the loss is weak, radial diffusion keeps n nearly uniform across the tube; part (d) finds when this holds. Take a slice between z and z + dz. The diffusive current along the tube is −πR²D dn/dz, so the net inflow to the slice is πR²D n″ dz. The slice has wall area 2πR dz. In the steady state inflow equals loss:

πR² D n″ = 2πR (g n v/4).

Dividing by πR²D gives

n″ = [g v/(2RD)] n = n/L0², with L0 = √(2RD/(g v)).

The general solution is A exp(−z/L0) + B exp(z/L0). Far from the outlet of a long tube the growing term is negligible, so the density falls by a factor e over each length L0.

The lifetime is the number of atoms in the slice divided by their loss rate:

τ = πR² n/(2πR g n v/4) = 2R/(g v).

Hence L0 = √(Dτ): the decay length is set by how far an atom diffuses before the wall takes it. Halving g lengthens the decay only by √2, because diffusive distance grows as the square root of time.

The same law follows from individual flights. In a simulation, 8000 atoms of speed v started uniformly over a cross-section. They flew straight for random, exponentially distributed distances of mean λ = 0.1R, scattered isotropically, and were lost with g = 0.01 at each wall strike. Here D = λv/3. A density proportional to exp(−|z|/L) has mean z² equal to 2L², so the places of loss yield L. The result was 2.548R, against L0 = 2.582R. The sampling standard deviation is about 1.2%, but the gap of 1.3% is mostly systematic: without sampling noise this model gives about 2.55R. The wall cuts axial flights short, which lowers the axial diffusivity by nearly 4% at λ = 0.1R (see part (g)) and outweighs the small lengthening found in part (d).

**(b) Evaluate the result for a glass tube with R = 0.5 cm, holding 1 Torr of molecular hydrogen at 300 K. Take D = 1500 cm²/s and g = 0.001.**

*Solution.* These values of D and g are rough but typical. The mass of the hydrogen atom gives v = 2.51 × 10⁵ cm/s. Then

τ = 2(0.5)/(0.001 × 2.51 × 10⁵) s = 3.98 ms,

L0 = √(1500 × 0.00398) cm = 2.44 cm = 24.4 mm.

An atom strikes the wall about 1/g = 1000 times before it is lost, yet the density falls by a factor e in only about five radii.

**(c) Now let g be finite. The loss makes the atoms near the wall drift outwards. Find the resulting wall condition and its effect on the mean lifetime.**

*Solution.* Let J be the net outward flux at the wall. Split the velocity distribution there into a part even in the normal velocity and a part odd in it. The even part carries no net flux; taken as Maxwellian, it sends n v/4 to the wall. The odd part carries all of J, half through an excess of outgoing atoms and half through a deficit of returning ones. The incident flux is thus n v/4 + J/2. A fraction g of it is lost, and this loss is the net flux:

J = g(n v/4 + J/2).

Collecting the terms in J gives

J = w n, with w = (g v/4)/(1 − g/2).

The factor 1 − g/2 is approximate, because the true distribution close to an absorbing wall is more complicated than this split with a Maxwellian even part.

For the lifetime, imagine atoms created uniformly at a rate S per unit volume, with no variation along z. In the steady state, the mean lifetime is the average density divided by S. The diffusion equation

(D/r) d(r dn/dr)/dr = −S

has the solution n = A − S r²/(4D) that is regular on the axis. The outward flux at r = R is SR/2, and must equal w n(R). Therefore

A = SR/(2w) + SR²/(4D).

The average of r² over the disc is R²/2, so the average density is A − SR²/(8D). Dividing by S gives

mean lifetime = R/(2w) + R²/(8D) = 2R(1 − g/2)/(g v) + R²/(8D).

The first term is the wait for a successful wall strike; the second is the delay in diffusing to the wall.

A severe case is g = 0.5 with λ = 0.1R. In units of R/v, D = λv/3 makes the delay 3.75, and the formula gives 3.00 + 3.75 = 6.75. Without the factor 1 − g/2 it would give 7.75. The simulation described in (a), with 20,000 atoms, gave 6.91. The factor is clearly needed. The remaining 2.4%, relative to the formula, combines sampling scatter, with a standard deviation of about 0.8%, and the error of the approximate wall condition.

**(d) Drop the assumption of uniform density across the tube. Find the decay length, the first correction for weak loss, and the limit of strong loss.**

*Solution.* For an axially symmetric density, steady diffusion requires

∂²n/∂r² + (1/r) ∂n/∂r + ∂²n/∂z² = 0.

Try n = f(r) exp(−xz/R), where x is a number to be found. The z derivative gives x²/R² times n, leaving

f″ + f′/r + (x²/R²) f = 0.

The solution regular on the axis is f = J0(xr/R), a Bessel function. Since J0′ = −J1, the wall condition −D ∂n/∂r = w n becomes

(Dx/R) J1(x) = w J0(x).

Multiplying by R/D gives

x J1(x) = h J0(x), with h = wR/D = g v R/[4D(1 − g/2)].

The smallest positive root decays most slowly and fixes L = R/x.

For small x,

J0(x) = 1 − x²/4 + …, J1(x) = (x/2)(1 − x²/8 + …).

Their ratio gives

x J1/J0 = (x²/2)(1 − x²/8 + …)(1 + x²/4 + …) = (x²/2)(1 + x²/8 + …).

Setting this equal to h, we have x² = 2h to leading order. Putting that value into the correction gives

x² = 2h(1 − h/4 + …).

Taking the inverse square root,

L = R/x = [R/√(2h)](1 + h/8 + …).

From the definition of h, R²/(2h) = 2RD(1 − g/2)/(g v), so

L = L0 √(1 − g/2) (1 + h/8 + …).

The wall density relative to the axis is J0(x) = 1 − x²/4 + … = 1 − h/2 + …. The slice balance therefore needs h ≪ 1 as well as g ≪ 1. A small g does not ensure a small h: in a wide tube, or in dense gas where D is small, diffusion may fail to replenish the layer next to the wall.

In the example h = 0.0209 and the root, found numerically, is x = 0.2041. Thus L = 0.5/0.2041 cm = 2.45 cm, and the wall density is 0.990 of the axial density. Within this continuum model the simple formula is 0.24% short of L; the free-path correction of part (h) is somewhat larger and has the opposite sign.

With everything but g held fixed, the full equation gives:

g = 0.0001: L0 = 7.730 cm, L = 7.732 cm
g = 0.001: L0 = 2.444 cm, L = 2.450 cm
g = 0.01: L0 = 0.773 cm, L = 0.791 cm
g = 0.1: L0 = 0.244 cm, L = 0.304 cm

The last row has h = 2.20, and L0 is 20% too short relative to L. The wall now removes atoms faster than diffusion can keep the cross-section uniform, so the density at the wall, and with it the loss, is less than the slice balance assumes.

In the limit h → ∞ the wall condition becomes J0(x) = 0. Its first root is x ≈ 2.405, so L → R/2.405. The decay length then no longer depends on D or g: both the radial and the axial motion are diffusive, and D cancels. The simple formula misses this floor. The expansion in h also fails in this limit: its first term falls as 1/√h, while its second grows as √h, so their sum grows without bound instead of tending to R/2.405.

**(e) How soon after an axially symmetric inlet does the single exponential appear? What density reaches a closed, non-reactive end at distance s?**

*Solution.* An arbitrary inlet profile also contains the higher roots of x J1(x) = h J0(x). As h → 0 the next root tends to the first positive zero of J1, x ≈ 3.83. That part of the profile decays over R/3.83 = 0.130 cm in the example, far less than 2.45 cm. The radial shape is therefore settled within about a centimetre, even for a narrow central inlet, and after that a single exponential describes the density in a long tube.

At a closed, non-reactive end there is no axial flux, so dn/dz = 0 at z = s. Both exponentials are now needed. For the lowest radial mode, the combination with zero slope at s and density n(0) at the inlet is

n(z) = n(0) cosh[(s − z)/L]/cosh(s/L).

At the end itself,

n(s)/n(0) = 1/cosh(s/L) = 2 exp(−s/L)/[1 + exp(−2s/L)].

For s ≫ L this is twice the simple exponential, because atoms that would have diffused onwards are turned back. At s = 10 cm the example gives exp(−s/L) = 0.0169 for an endless tube, and 0.0338 at the closed end. A mirror that consumes atoms lies outside this second case: it draws an axial flux and lowers the density in front of it.

**(f) Let the host gas flow away from the source at mean speed u. Find the new decay length for small h, and evaluate it for 10 sccm.**

*Solution.* For small h the density is nearly uniform across the tube, so the mean speed carries it. The balance becomes

D n″ − u n′ − n/τ = 0, with τ = L²/D.

Here τ is the lifetime that corresponds to the decay length L without flow. Put n = exp(−z/Lf), so that n′ = −n/Lf and n″ = n/Lf². Then

D/Lf² + u/Lf − D/L² = 0.

Multiply by L²/D, and write y = L/Lf and q = uL/(2D):

y² + 2qy − 1 = 0.

A decaying density needs the positive root, y = √(1 + q²) − q. Since [√(1 + q²) − q][√(1 + q²) + q] = 1,

Lf = L/y = L[q + √(1 + q²)].

Reversing the flow changes the sign of q and turns the bracket into its reciprocal. For q ≫ 1 the length tends to 2qL = uL²/D = uτ, the distance the gas travels in one lifetime.

One sccm is one cubic centimetre per minute, measured at 1 atm and 273.15 K. Expanded to 1 Torr and 300 K, and divided by the area πR², a flow of 10 sccm moves at u = 177 cm/s. Therefore

q = 177 × 2.45/(2 × 1500) = 0.145.

The decay length is multiplied by 1.155 with the flow and by 0.866 against it. With the flow it becomes 2.83 cm, and exp(−s/Lf) at 10 cm rises from 0.017 to 0.029. A modest change in L matters when s is several times L. This estimate leaves out the spreading caused by the velocity profile; the ratio uR/D = 0.06 indicates that radial diffusion evens out the density quickly compared with the flow.

**(g) Now remove the host gas, so that atoms fly from wall to wall. Find the diffusivity and decay length, and decide whether the decay is truly exponential.**

*Solution.* Atoms leave the wall with a probability proportional to the cosine of their angle to the inward normal. Let θ be the angle to the tube axis, and φ the angle between the normal and the direction projected on the cross-section. The cosine is sin θ cos φ, so the normalized probability is

(1/π) sin²θ cos φ dθ dφ, for 0 < θ < π and −π/2 < φ < π/2.

The projected chord is 2R cos φ. The flight length is thus 2R cos φ/sin θ, and the axial step is 2R cos φ cot θ. The mean square step is

(4R²/π) ∫cos³φ dφ ∫cos²θ dθ = (4R²/π)(4/3)(π/2) = 8R²/3.

The mean flight length is

(2R/π) ∫cos²φ dφ ∫sin θ dθ = (2R/π)(π/2)(2) = 2R.

Fast atoms strike and leave the wall more often, in proportion to their speed c. With this weighting the mean of 1/c is 1/v, so the mean flight time is 2R/v. Successive steps are independent and have zero mean. The diffusivity is the mean square step divided by twice the mean time:

D_K = (8R²/3)/(4R/v) = 2Rv/3.

Using D_K in the result of (a) gives

L = √(2R D_K/(g v)) = 2R/√(3g).

The speed has cancelled: only the number of wall strikes matters.

This length describes the bulk of the decay for small g, but not its far tail. A single flight longer than z needs θ or π − θ below about 2R cos φ/z. Since the probability density varies as sin²θ, the chance of such a flight falls as 1/z³. At great distances this exceeds any exponential, so the few atoms found there include many that came by a long direct flight. Scattering by a host gas cuts such flights short.

Between the two regimes, a useful estimate adds the resistances to diffusion:

1/D_eff = 1/D + 1/D_K.

This is an interpolation, not a derived law. For λ = R and g = 0.02 it gives L = 4.71R; the simulation of (a), now with 20,000 atoms, gave 4.79R. Most of this gap is sampling scatter: without it the model gives about 4.73R.

**(h) Return to the glass tube. Which neglected effects matter, and what does the result say about a real hydrogen line?**

*Solution.* The transport free path is 3D/v = 0.018 cm, or 3.6% of R. With D_K = 8.37 × 10⁴ cm²/s, the estimate in (g) multiplies L by 1/√(1 + D/D_K) = 0.991, a reduction of 0.9%. The interpolation overstates the effect a little at short free path; a direct average over flights, for atoms of one speed, gives 0.7%.

Atoms can also recombine in the gas when a third particle takes up the energy. Suppose that 1% of the gas is atomic at the inlet. The total density is 3.22 × 10¹⁶ cm⁻³ and the atomic density 3.22 × 10¹⁴ cm⁻³. With a rough rate constant of 10⁻³² cm⁶/s for recombination events, each of which removes two atoms, the loss rate per atom is

2 × 10⁻³² × 3.22 × 10¹⁴ × 3.22 × 10¹⁶ s⁻¹ = 0.21 s⁻¹.

The wall rate is 1/τ = 251 s⁻¹, about a thousand times larger.

Temperature matters more. If D varies roughly as T^1.7 at fixed pressure, and v as T^0.5, then at fixed g the length L0 varies as T^0.6. Gas at 400 K instead of 300 K gives a decay length 1.19 times as long. Recombination itself supplies heat: a bond energy of about 4.5 eV, shared between two lost atoms and left wholly in the wall, gives about 7 mW/cm² at the inlet for the same 1% of atoms. How far this warms the wall depends on its cooling.

In a real line, the least secure assumption is a constant, uniform g. The value 0.001 is a rough figure for clean glass, while bare metal may be nearer 0.1; deposits and wall temperature can change either. If g rises from 0.001 to 0.01 with all else fixed, L falls from 2.45 to 0.79 cm. Over 10 cm the factor exp(−s/L) then falls from 0.017 to about 3 × 10⁻⁶. For a line several decay lengths long, under these conditions, the state of the wall therefore outweighs every other correction estimated here. This ranking depends on the small flow of part (f): at 100 sccm, q = 1.45 and the flow multiplies L by about 3.2, as much as a tenfold rise in g divides it.
